\section*{Why Porosity Lowers Thermal Conductivity and Permittivity by Different Fractions}

\section{The argument under review}

The submitted argument concerns a porous interlayer dielectric and runs as follows. Steady heat flow and electrostatics obey the same differential equation. Pores therefore disturb the two fields in the same way. Hence, if porosity has lowered the permittivity by some fraction, it has lowered the thermal conductivity by that same fraction, and one measurement gives both.

The first sentence is correct under the conditions stated below. The question is whether the other two follow from it.

\section{What the common equation does imply}

Let the solid and the gas have thermal conductivities $\kappa_s,\kappa_g$ and relative permittivities $\varepsilon_s,\varepsilon_g$. I take each phase to respond locally, linearly and isotropically, with no resistance at the pore walls, no radiation or convection, and no free charge. In the algebra I use atomic units with $\mathbf D=\varepsilon\mathbf E$, and temperature is measured as an energy. Then
\begin{equation}
\nabla\cdot(\kappa\nabla T)=0,\qquad \nabla\cdot(\varepsilon\nabla\phi)=0 ,
\end{equation}
and at each wall the potential ($T$ or $\phi$) and the normal flux are continuous.

Consider a periodic cell with a mean gradient along $x$. Divide the potential by the size of that gradient and call the result $u=x+\chi$, where $\chi$ is periodic. Divide the material property by its value in the solid and call the result $c$. Both problems become
\begin{equation}
\nabla\cdot(c\nabla u)=0,\qquad
c=\begin{cases}1&\text{in the solid}\\ r&\text{in the pores,}\end{cases}
\end{equation}
where $r$ is the gas value divided by the solid value. The effective property is the mean flux per unit mean gradient. In units of the solid value it is
\begin{equation}
F(r)=\langle c\,\partial_x u\rangle ,
\end{equation}
with $\langle\cdot\rangle$ the average over the whole cell. For one pore geometry and one field direction, therefore,
\begin{equation}
\frac{\kappa_{\rm eff}}{\kappa_s}=F(r_\kappa),\quad r_\kappa=\frac{\kappa_g}{\kappa_s};
\qquad
\frac{\varepsilon_{\rm eff}}{\varepsilon_s}=F(r_\varepsilon),\quad r_\varepsilon=\frac{\varepsilon_g}{\varepsilon_s}.
\end{equation}
The function is shared, but its argument is not. The second sentence of the argument overlooks that $r$ remains in the equation after the division, so the two fields in general differ in shape as well as in scale.

\section{The sign of the difference}

Define the fractional drop $\Delta(r)=1-F(r)$. To see how it depends on $r$, first write $F$ as a mean square. Since $\nabla u=\hat{\mathbf x}+\nabla\chi$,
\begin{equation}
\langle c|\nabla u|^2\rangle
=\langle c\,\partial_xu\rangle+\langle c\nabla u\cdot\nabla\chi\rangle .
\end{equation}
The last term vanishes, because
\begin{equation}
\langle c\nabla u\cdot\nabla\chi\rangle
=\langle\nabla\cdot(\chi c\nabla u)\rangle-\langle\chi\nabla\cdot(c\nabla u)\rangle=0 .
\end{equation}
Here the first average is zero by periodicity and continuity of the normal flux, and the second by the field equation. Thus $F=\langle c|\nabla u|^2\rangle$. Now differentiate with respect to $r$ at fixed geometry:
\begin{equation}
\frac{dF}{dr}=\Big\langle\frac{dc}{dr}|\nabla u|^2\Big\rangle
+2\Big\langle c\nabla u\cdot\nabla\frac{d\chi}{dr}\Big\rangle .
\end{equation}
The function $d\chi/dr$ is periodic and continuous, so the second term vanishes just as before. Since $dc/dr$ is 1 in the pores and 0 in the solid,
\begin{equation}
\frac{dF}{dr}=M(r),\qquad M(r)=\big\langle|\nabla u|^2\big\rangle_{\rm pore},
\label{slope}
\end{equation}
where the subscript means that only the pores contribute, while the average is still taken over the whole cell.

For $r>0$ and a nonzero pore volume, $M$ cannot be zero. Suppose it were. Then $u$ would be constant in every pore. On a smooth piece of pore wall, the solid side would have constant $u$ and zero normal derivative. The solution in the solid could be continued across that piece by the same constant and would still satisfy Laplace's equation. A solution of Laplace's equation that is constant in a small volume is constant throughout its connected region. Every connected piece of solid borders a pore, so $\nabla u$ would vanish everywhere, contradicting the unit mean gradient.

Hence $F$ rises strictly with $r$, and
\begin{equation}
\Delta(r_\kappa)-\Delta(r_\varepsilon)=F(r_\varepsilon)-F(r_\kappa)
=\int_{r_\kappa}^{r_\varepsilon}M(r)\,dr .
\label{gap}
\end{equation}
If $r_\kappa<r_\varepsilon$, the thermal conductivity loses the larger fraction. The two fractions agree if and only if the two ratios agree.

\section{A geometry that can be solved}

To find the size of the difference, take a spherical pore of radius $a$ inside a solid shell of outer radius $b$, so that $p=a^3/b^3$ is the porosity. Surround it with a uniform medium of property $F$ carrying a unit gradient. With $s$ the distance from the centre and $\theta$ the angle from the field direction, the solutions are
\begin{equation}
u=\begin{cases}
A\,s\cos\theta & s<a\\
(B\,s+C/s^2)\cos\theta & a<s<b\\
s\cos\theta & s>b .
\end{cases}
\end{equation}
The last line requires that the outside field be undisturbed, and this condition fixes $F$. Put $\gamma=C/a^3$. Continuity of $u$ and of $c\,\partial_su$ at $s=a$ gives
\begin{equation}
A=B+\gamma,\qquad rA=B-2\gamma .
\end{equation}
Inserting the first into the second gives $(2+r)\gamma=(1-r)B$. At $s=b$, where $C/b^3=p\gamma$, the same two conditions give
\begin{equation}
1=B+p\gamma,\qquad F=B-2p\gamma .
\end{equation}
With $N=2+r+p(1-r)$ the solution is
\begin{equation}
B=\frac{2+r}{N},\qquad \gamma=\frac{1-r}{N},\qquad A=B+\gamma=\frac3N ,
\end{equation}
and therefore
\begin{equation}
F=\frac{2+r-2p(1-r)}{N},\qquad
\Delta=1-F=\frac{3p(1-r)}{2+r+p(1-r)} .
\label{maxwell}
\end{equation}
This is the Maxwell formula. Because the coated sphere leaves the outside field unchanged, more spheres with the same $a/b$ can replace the remaining medium, in ever smaller sizes, until they fill the space. The formula is exact for that assembly. For $r<1$ it is also the Hashin--Shtrikman upper bound on $F$, quoted here without proof: any isotropic pore structure of the same porosity has drops at least this large.

It also agrees with Eq.~\eqref{slope}. The pore field is uniform, so $M=pA^2=9p/N^2$. Differentiating Eq.~\eqref{maxwell} with $dN/dr=1-p$ gives
\begin{equation}
\frac{dF}{dr}=-\frac{d\Delta}{dr}=\frac{3p\,[N+(1-r)(1-p)]}{N^2}=\frac{9p}{N^2},
\end{equation}
since the square bracket equals 3.

\section{Numbers for the disputed inference}

I choose round model parameters that stand for no particular material: $\kappa_s=0.8$ and $\kappa_g=0.016$ eV/(ns \AA\ K), $\varepsilon_s=4$ and $\varepsilon_g=1$. Then $r_\kappa=0.02$ and $r_\varepsilon=0.25$. The porosity is $p=(75/100)^3=0.4219$, that of a cubic pore of edge 75 \AA\ in a cell of edge 100 \AA. Equation~\eqref{maxwell} gives, for coated spheres of this porosity,
\begin{align}
\Delta_\kappa&=\frac{3(0.4219)(0.98)}{2.02+(0.4219)(0.98)}=0.510,\\
\Delta_\varepsilon&=\frac{3(0.4219)(0.75)}{2.25+(0.4219)(0.75)}=0.370 .
\end{align}
The effective permittivity is $4(1-0.370)=2.52$. The effective conductivity is $0.8(1-0.510)=0.392$ eV/(ns \AA\ K), or 0.628 W/(m K). The argument under review would instead use the permittivity's fraction and obtain $0.8(1-0.370)=0.504$ eV/(ns \AA\ K), or 0.808 W/(m K). That is 28.5 percent above the coated-sphere value.

The difference is not an artefact of spherical pores. A numerical field solution for the cubic pores gives drops of 0.523 and 0.374 on a grid of 48 cells per edge, against 0.525 and 0.375 on a coarser grid of 24 cells. The sharp pore edges make the convergence slow, and the limits lie near 0.522 and 0.374. On that coarser grid the integral in Eq.~\eqref{gap} gives 0.1506, equal to the difference of the two computed drops, $0.5254-0.3748$.

The cause can be isolated by changing one number. If the gas conductivity is set to 0.200 eV/(ns \AA\ K), both ratios are 0.25, and the thermal drop for the cubic pores becomes 0.3748, the same as the permittivity drop on the same grid. The submitted conclusion holds in this special case.

\section{How much the contrast matters}

The solid-to-gas ratios are 50 and 4, yet the drops for the coated spheres differ by only 0.14. A large difference between the ratios therefore need not produce a large difference between the drops. For coated spheres, removing gas conduction altogether gives
\begin{equation}
\Delta(0)=\frac{3p}{2+p}=0.523 ,
\end{equation}
barely above the 0.510 found at a ratio of 50. The solid shells still carry heat, and once the gas carries little, making it carry less changes little. Equation~\eqref{gap} says the same. The difference is $M$ integrated from $r_\kappa$ to $r_\varepsilon$, an interval only 0.23 wide whose lower end cannot pass zero, and for coated spheres of this porosity $M=9p/N^2$ is at most $9p/(2+p)^2=0.65$.

The limits in porosity are also instructive. For small $p$, Eq.~\eqref{maxwell} becomes
\begin{equation}
\Delta\simeq\frac{3(1-r)}{2+r}\,p ,
\end{equation}
with slopes 1.455 for the conductivity and 1.000 for the permittivity. The second value is a coincidence of the chosen $\varepsilon_s/\varepsilon_g$: setting $3(1-r)=2+r$ gives $r=1/4$. It is no general rule that permittivity falls by the pore fraction. For $p\to1$ the denominator tends to 3 and $\Delta\to1-r$, which is 0.98 and 0.75. Each property then approaches that of the gas.

Layered pores show how far geometry can alter the result. With layers along the field, the gradient is 1 in both phases, so $F=1-p+pr$ and $\Delta=p(1-r)$, giving 0.413 and 0.316. With layers across the field, the flux is uniform and equal to $F$. The gradient is $F$ in the solid and $F/r$ in the gas, and its mean must be 1:
\begin{equation}
(1-p)F+p\frac Fr=1\quad\Rightarrow\quad F=\frac{1}{1-p+p/r}.
\end{equation}
The drops are now 0.954 and 0.559. Here $F\to0$ as $r\to0$, because the gas cuts every solid path. For coated spheres of the same porosity $F$ tends instead to the nonzero value $1-0.523=0.477$.

One random arrangement of pore blocks, with porosity 0.43, gave drops of about 0.71 and 0.43 on a coarse grid. The blocks touch along edges, where the field is singular, and these two values are far from converged: refining the grid lowers them by at least 0.03 and 0.02. Only their order, the one required by Eq.~\eqref{gap}, should be read from them.

\section{What a corrected inference needs}

A permittivity measurement can still be used if the shape and arrangement of the pores and the permittivities of both phases are known, so that only the porosity is missing. For coated spheres, multiply Eq.~\eqref{maxwell} by its denominator and collect the terms in $p$:
\begin{equation}
p=\frac{\Delta_\varepsilon(2+r_\varepsilon)}{(1-r_\varepsilon)(3-\Delta_\varepsilon)} .
\end{equation}
With $\Delta_\varepsilon=0.3699$ this returns $p=0.422$, and Eq.~\eqref{maxwell} with $r_\kappa$ then gives the thermal drop of 0.510. The permittivity supplies the porosity, and the conductivity ratio must be supplied separately. The assumed shape matters. Applied to the layers across the field, with $\Delta_\varepsilon=0.559$, the same two steps return $p=0.69$ and a thermal drop of 0.75, against the true 0.42 and 0.95.

Three conditions should be stated with any such estimate. First, $\kappa_s$ and $\varepsilon_s$ must be those of the solid between the pores. If making the film porous also changes that solid, the conductivity relative to the dense film is $F(r_\kappa)$ times the ratio of the new $\kappa_s$ to the old one, and the permittivity acquires its own factor. The order of the total drops is then no longer guaranteed.

Secondly, the local heat law requires pores and walls that are large compared with the mean free paths of the heat carriers. The model contains no length scale, so the quoted 75 and 100 \AA\ enter only through their ratio, and the calculation does not show that the local law holds at that size. For the gas it does not. The chosen $\kappa_g$ equals 0.026 W/(m K), about that of bulk air, whose mean free path at atmospheric pressure is near 700 \AA, some nine times the pore edge. Gas in such a pore conducts far less than its bulk value. If the main effect of small pores is a lower effective $\kappa_g$, the coated-sphere drop moves from 0.510 towards 0.523.

Thirdly, a thermal resistance at the pore walls makes the temperature discontinuous wherever heat crosses them. The two boundary-value problems are then no longer the same, and in general $F(r_\kappa)$ with $r_\kappa=\kappa_g/\kappa_s$ no longer gives the thermal conductivity.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
solid conductivity: 0.800 eV/(ns A K)
gas conductivity: 0.016 eV/(ns A K)
solid, gas permittivity: 4.0, 1.0 (relative)
cell edge, pore edge: 100, 75 A
porosity: 0.421875 (fraction)
solid/gas ratio, thermal: 50.0 (no unit)
solid/gas ratio, permittivity: 4.0 (no unit)
gas/solid ratio r, thermal: 0.020 (no unit)
gas/solid ratio r, permittivity: 0.250 (no unit)
COATED SPHERES
drop of conductivity: 0.5097 (fraction)
drop of permittivity: 0.3699 (fraction)
difference of drops: 0.1398 (fraction)
effective conductivity: 0.3922 eV/(ns A K)
  converted: 0.6284 W/(m K)
effective permittivity: 2.5205 (relative)
conductivity if drops were equal: 0.5041 eV/(ns A K)
  converted: 0.8077 W/(m K)
  overestimate: 28.5 percent
drop with no gas conduction: 0.5226 (fraction)
pore/applied field, thermal: 1.2328 (no unit)
small-p slope, thermal: 1.4554 (no unit)
pore/applied field, permittivity: 1.1689 (no unit)
small-p slope, permittivity: 1.0000 (no unit)
DROPS AT OTHER POROSITIES: thermal, permittivity (fractions)
p = 0.1: 0.1388, 0.0968
p = 0.2: 0.2653, 0.1875
p = 0.4: 0.4876, 0.3529
p = 0.6: 0.6764, 0.5000
p = 0.8: 0.8388, 0.6316
FIELD SOLUTIONS: thermal, permittivity drops (fractions)
cubic pores, 48 cells per edge: 0.5234, 0.3740
cubic pores, 24 cells per edge: 0.5254, 0.3748
largest change between grids: 0.0021 (fraction)
gap from pore-field integral, 24 cells: 0.1506 (fraction)
random pores, porosity: 0.4290 (fraction)
random pores: 0.7101, 0.4303
random pores, slope of F at r = 0.25: 0.8532 (no unit)
random pores, pore mean square: 0.8531 (no unit)
layers along field: 0.4134, 0.3164
layers across field: 0.9539, 0.5586
EQUAL-RATIO CONTROL, cubic pores, 24 cells
changed gas conductivity: 0.200 eV/(ns A K)
thermal drop: 0.3748 (fraction)
permittivity drop: 0.3748 (fraction)
\end{verbatim}
